# Lowest-order variational electron-phonon resistivity and its high-temperature limit

## The decision

A first-principles calculation of the phonon-limited resistivity of an interconnect metal can stop at three levels. One can compute the single number \(\lambda_{\rm tr}\) and use a scattering rate linear in temperature, keep the whole transport spectral function and integrate it at each temperature, or solve the linearized Boltzmann equation. The second level is the lowest-order variational approximation and the first is its high-temperature limit. The derivation below supplies an error bound for going from the second level to the first, and shows when the second differs from the third.

## Conventions and the linearized equation

Electrons have charge \(-e\), and the field \(E\) points along \(x\). Sums over \(k\) run over band states of one spin in a crystal of volume \(V\). Energies \(\varepsilon_k\) are measured from the Fermi level, \(f(\varepsilon)\) is the Fermi function, \(W\) is a phonon energy and \(n(W)\) the Bose function. Scattering is one-phonon, at golden-rule order, and conserves spin. The phonons are harmonic and stay in equilibrium, so drag is left out. The conductor is cubic or isotropic and has time-reversal symmetry.

Write the distribution as \(f_k=f(\varepsilon_k)+[-f'(\varepsilon_k)]\phi_k\), where \(-f'=f(1-f)/k_BT\). Since \(\hbar\dot k_x=-eE\), the field changes the occupation at the rate

\[
-\dot k_x\frac{\partial f}{\partial k_x}=eE\,v_{kx}f'(\varepsilon_k).
\]

Let \(w_{kk'}\) be the golden-rule rate from \(k\) to \(k'\) without occupation factors. The net flow from \(k\) to \(k'\) is

\[
(1-f_k)(1-f_{k'})\left[w_{kk'}\frac{f_k}{1-f_k}-w_{k'k}\frac{f_{k'}}{1-f_{k'}}\right].
\]

The bracket vanishes in equilibrium by detailed balance, so to first order only its own change matters. The relative change of \(f_k/(1-f_k)\) is \(\delta f_k/[f(1-f)]=\phi_k/k_BT\). The net flow is therefore \(P_{kk'}(\phi_k-\phi_{k'})/k_BT\), with the symmetric equilibrium rate \(P_{kk'}=w_{kk'}f(\varepsilon_k)[1-f(\varepsilon_{k'})]=P_{k'k}\). Setting field and collision terms to zero in sum gives

\[
H\phi=-eE\,X,\qquad X_k=-f'(\varepsilon_k)v_{kx},
\]
\[
(H\phi)_k=\frac1{k_BT}\sum_{k'}P_{kk'}(\phi_k-\phi_{k'}).
\]

## The variational bound

With \(\langle a,b\rangle=\sum_k a_kb_k\), symmetrizing the double sum in \(k\) and \(k'\) gives

\[
\langle\phi,H\phi\rangle=\frac1{2k_BT}\sum_{kk'}P_{kk'}(\phi_k-\phi_{k'})^2\ge0 .
\]

If scattering connects all states, this vanishes only for constant \(\phi\), which expresses particle conservation. That vector is orthogonal to \(X\), because \(v_x\) is odd in \(k\), so \(H^{-1}X\) exists in the orthogonal space. The current density, with a factor 2 for spin, is

\[
j=-\frac{2e}{V}\langle X,\phi\rangle=\frac{2e^2E}{V}\langle X,H^{-1}X\rangle .
\]

The two minus signs, from the charge in the current and the charge in the force, cancel. The Cauchy-Schwarz inequality for \(H^{1/2}\phi\) and \(H^{-1/2}X\) reads \(\langle\phi,X\rangle^2\le\langle\phi,H\phi\rangle\langle X,H^{-1}X\rangle\). Hence

\[
\rho\le\frac{V}{2e^2}\frac{\langle\phi,H\phi\rangle}{\langle\phi,X\rangle^2},
\]

with equality if and only if \(H\phi\) is proportional to \(X\). Adding a constant to \(\phi\) changes neither \(H\phi\) nor the bound.

The lowest-order choice is \(\phi_k=v_{kx}\), a rigid shift of the Fermi surface. Its amplitude cancels. Now assume that velocities, couplings and density of states are constant over the few \(k_BT\) and \(W\) around the Fermi level that matter. Let \(N\) be the density of states per spin of the whole crystal and \(\langle v_x^2\rangle\) the Fermi-surface average. Because \(\int(-f')\,d\varepsilon=1\), we have \(\langle v_x,X\rangle=N\langle v_x^2\rangle\), and the variational resistivity is

\[
\rho=\frac{V}{2e^2N\langle v_x^2\rangle}\,\frac1\tau,\qquad
\frac1\tau=\frac{\langle v_x,Hv_x\rangle}{N\langle v_x^2\rangle}.
\]

For free electrons of density \(n_e\), \(2N\langle v_x^2\rangle/V=n_e/m\), and this is the Drude form \(\rho=m/(n_ee^2\tau)\).

## Reduction to the transport spectral function

The golden rule gives, for each phonon branch \(\nu\),

\[
\begin{aligned}
P_{kk'}=\frac{2\pi}{\hbar}\sum_\nu|g|^2f(\varepsilon_k)[1-f(\varepsilon_{k'})]
\{&(n+1)\,\delta(\varepsilon_k-\varepsilon_{k'}-W)\\
&+n\,\delta(\varepsilon_k-\varepsilon_{k'}+W)\}.
\end{aligned}
\]

The first term is emission, the second absorption. They share one \(|g|^2\), since the phonon displacement operator contains both processes with the same coefficient, and one \(W\), since \(W_q=W_{-q}\). Define

\[
A_{\rm tr}(W)=\frac1N\sum_{kk'\nu}|g|^2\delta(\varepsilon_k)\delta(\varepsilon_{k'})\delta(W-W_{q\nu})
\frac{(v_{kx}-v_{k'x})^2}{2\langle v_x^2\rangle},
\]

usually written \(\alpha_{\rm tr}^2F\). It is dimensionless. On an isotropic Fermi surface the last factor averages to \(1-\cos\theta\), with \(\theta\) the scattering angle.

Near the Fermi level the electron energies separate from the rest. For their integrals, use \(f(b)[1-f(a)]=e^{(a-b)/k_BT}f(a)[1-f(b)]\). Subtracting \(f(a)[1-f(b)]\) from both sides gives

\[
f(a)[1-f(b)]=n(a-b)\,[f(b)-f(a)].
\]

For emission, \(b=a-W\), and the integral of \(f(a-W)-f(a)\) over \(a\) is \(W\). For absorption, \(b=a+W\), the corresponding integral is \(-W\), and \(n(-W)=-[n(W)+1]\). Thus

\[
\int f(\varepsilon)[1-f(\varepsilon-W)]\,d\varepsilon=Wn,\qquad
\int f(\varepsilon)[1-f(\varepsilon+W)]\,d\varepsilon=W(n+1).
\]

Multiplying by \(n+1\) and \(n\) respectively, the two processes contribute equally and add to \(2Wn(n+1)\). The double sum with \((v_{kx}-v_{k'x})^2\) supplies \(2N\langle v_x^2\rangle A_{\rm tr}\). Therefore

\[
\frac1\tau=\frac1{2k_BT}\,\frac{2\pi}{\hbar}\int dW\,2Wn(n+1)\,2A_{\rm tr}
=\frac{4\pi}{\hbar k_BT}\int dW\,W\,n(n+1)A_{\rm tr}(W).
\]

With \(x=W/2k_BT\), \(n(n+1)=1/(4\sinh^2x)\). Also \(W=W^2/W=4(k_BT)^2x^2/W\), so

\[
\boxed{\frac1\tau=\frac{4\pi k_BT}{\hbar}\int_0^\infty\frac{dW}{W}\left(\frac{x}{\sinh x}\right)^2A_{\rm tr}(W)}
\]

## The linear law and its error

Define \(\lambda_{\rm tr}=2\int dW\,A_{\rm tr}(W)/W\). When \(k_BT\) is large compared with the phonon energies that carry weight, \(x/\sinh x\to1\), the integral becomes \(\lambda_{\rm tr}/2\), and

\[
\boxed{\frac1\tau\to\frac{2\pi\lambda_{\rm tr}k_BT}{\hbar}}
\]

The factor \(k_BT\) reflects the classical phonon population \(n\simeq k_BT/W\). The Fermi energy must remain far above \(k_BT\).

The error can be bounded. From \(\sinh^2x=(\cosh2x-1)/2\),

\[
\frac{\sinh^2x}{x^2}=\sum_{j\ge0}c_jx^{2j},\qquad c_j=\frac{2^{2j+1}}{(2j+2)!},\qquad
\frac{c_j}{c_{j-1}}=\frac4{(2j+2)(2j+1)}\le\frac13 .
\]

In the product \((1-x^2/3)\sinh^2x/x^2\) the coefficient of \(x^{2j}\) is \(c_j-c_{j-1}/3\le0\) for \(j\ge1\), and the constant term is 1. The product is at most 1, so \(1-x^2/3\le(x/\sinh x)^2\le1\). Define \(\langle W^2\rangle_{\rm tr}=(2/\lambda_{\rm tr})\int dW\,W A_{\rm tr}\). Since \(x^2/3=W^2/12(k_BT)^2\),

\[
1-\frac{\langle W^2\rangle_{\rm tr}}{12(k_BT)^2}\le\frac{1/\tau}{2\pi\lambda_{\rm tr}k_BT/\hbar}\le1 .
\]

To keep the linear law within a fraction \(\delta\) of itself, it is sufficient that \(k_BT\ge\sqrt{\langle W^2\rangle_{\rm tr}/12\delta}\). This concerns the step from the spectral integral to the linear law, not the error of the variational approximation.

The lower bound is also the start of the high-temperature expansion:

\[
\frac1\tau=\frac{2\pi\lambda_{\rm tr}}{\hbar}\left[k_BT-\frac{\langle W^2\rangle_{\rm tr}}{12k_BT}+\dots\right].
\]

There is no constant term. Dividing the rate by \(T\) underestimates \(\lambda_{\rm tr}\). Differentiating changes the sign of the correction, so at this order the local slope overestimates it.

## When the linear law is also the Boltzmann result

At high temperature \(W\ll k_BT\), both \(n\) and \(n+1\) tend to \(k_BT/W\), and scattering becomes quasi-elastic. Then

\[
(H\phi)_k\to[-f'(\varepsilon_k)]\,\frac{4\pi k_BT}{\hbar}\sum_{k'\nu}\frac{|g|^2}{W}\,\delta(\varepsilon_k-\varepsilon_{k'})(\phi_k-\phi_{k'}).
\]

The factor \(-f'\) also stands in \(X\) and cancels from the equation. What remains is a problem on the Fermi surface. On a single spherical sheet, with a coupling that depends only on the scattering angle, the sum acting on \(v_x\) returns \(v_x\) times a constant, because the average of \(v_{k'x}\) at fixed scattering angle is \(v_{kx}\cos\theta\). Equality then holds in the bound, and \(2\pi\lambda_{\rm tr}k_BT/\hbar\) is the limit of the full Boltzmann rate, meaning the rate that reproduces the full resistivity in the Drude-like formula.

If \(v_x\) does not solve the surface problem, a gap remains at high temperature. Take two sheets carrying fractions \(p_i\) of \(N\langle v_x^2\rangle\), with scattering independent of direction within and between sheets. The returning velocities average to zero. Sheet \(i\) then relaxes at \(1/\tau_i=2\pi\lambda_ik_BT/\hbar\), where \(\lambda_i\) counts all scattering out of it. The conductivities add, so the full rate is \(1/\sum_ip_i\tau_i\). In \(A_{\rm tr}\) the cross term \(v_{kx}v_{k'x}\) vanishes, which gives \(\lambda_{\rm tr}=\sum_ip_i\lambda_i\) and the variational rate \(\sum_ip_i/\tau_i\). The variational rate is the larger unless the \(\tau_i\) are equal.

## Energy dependence at lower temperature

Even on a single spherical sheet the full solution has the form \(\phi_k=v_{kx}a(\varepsilon_k)\), and \(a\) need not be constant. Let \(A(W)\) be the spectral function without the velocity factor, so that \(A-A_{\rm tr}\) carries the weight \(\cos\theta\). The angular average of \((v_{kx}a-v_{k'x}a')^2\) is \(\langle v_x^2\rangle(a^2+a'^2-2aa'\cos\theta)\). Emission and absorption contribute equally, so

\[
\begin{aligned}
\langle\phi,H\phi\rangle=\frac{2\pi N\langle v_x^2\rangle}{\hbar k_BT}&\int dW\,(n+1)\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon-W)]\\
&\times\{A\,(a^2+a'^2)-2(A-A_{\rm tr})\,aa'\},
\end{aligned}
\]

with \(a=a(\varepsilon)\), \(a'=a(\varepsilon-W)\), and \(\langle\phi,X\rangle=N\langle v_x^2\rangle\int(-f')a\,d\varepsilon\). On an energy grid, minimizing the quotient is one linear solve. Setting \(a=1\) restores the spectral formula.

## Worked example

The model has free electrons of density \(8\times10^{28}\ \mathrm{m^{-3}}\) and phonons with \(W\) proportional to \(q\), reaching \(W_m=30\) meV at \(q=2k_F\). The squared coupling is \(|g|^2=Gu\), with \(u=q/2k_F\) and \(C=NG=2.25\) meV. There is no umklapp scattering, and the parameters are round values that represent no particular metal.

From \(u^2=(1-\cos\theta)/2\), the angular measure \(d(\cos\theta)/2\) becomes \(2u\,du\) in magnitude. Hence

\[
A=\int_0^1 2u\,du\,Cu\,\delta(W-W_mu)=\frac{2C}{W_m}\left(\frac W{W_m}\right)^2,\qquad
A_{\rm tr}=\frac{4C}{W_m}\left(\frac W{W_m}\right)^4,
\]

the second after multiplying by \(1-\cos\theta=2u^2\). Then \(\lambda_{\rm tr}=(8C/W_m)\int_0^1u^3du=2C/W_m=0.15\), and \(\langle W^2\rangle_{\rm tr}=2W_m^2/3\), a root mean square of 24.5 meV.

At 300 K, \(k_BT=25.85\) meV. The linear law gives \(37.02\ \mathrm{ps^{-1}}\), and the spectral integral reduces it by the factor 0.929 to \(34.38\ \mathrm{ps^{-1}}\). The resistivity is

\[
\rho=(4.436\times10^{-22}\ \Omega\,\mathrm{m\,s})(34.38\times10^{12}\ \mathrm{s^{-1}})
=1.525\times10^{-8}\ \Omega\,\mathrm m,
\]

or 1.525 µΩ cm. The mean free path is \(v_F\tau=(1.543\times10^6\ \mathrm{m/s})/(34.38\times10^{12}\ \mathrm{s^{-1}})\approx45\) nm. In a line of comparable width, surface scattering has to be considered separately.

The lower bound on the reduction factor is 0.925 at 300 K, close to the value 0.929. At 600 K both round to 0.98. For \(\delta=0.02\) the criterion asks for \(k_BT\ge24.5/\sqrt{0.24}\approx50\) meV, which 600 K just satisfies. At 300 K the rate divided by \(T\) would give \(\lambda_{\rm tr}=0.139\), and the slope 0.160, on either side of the true 0.150.

The full Boltzmann rate, relative to the variational one, is 0.9997 at 600 K, 0.996 at 300 K, 0.85 at 100 K and 0.72 at 50 K. At 50 K the variational resistivity is thus \(1/0.72\approx1.39\) times the full one. In this model the whole difference comes from the energy dependence of \(a\), the one freedom that the full solution adds. The spectral formula serves well here at room temperature and above, but clearly overestimates the resistivity at 100 and 50 K. The gap must close again at much lower temperature. The part of the quadratic form with weight \(A\) is \(A(a-a')^2\), which vanishes for constant \(a\), and the rest, \(2A_{\rm tr}aa'\), is smaller by a factor of order \(A_{\rm tr}/A=2(W/W_m)^2\). For \(k_BT\ll W_m\) the first part therefore forces \(a\) to a constant, and the variational rate becomes the full one. This rests on small-angle scattering, \(A_{\rm tr}/A\to0\) at small \(W\). If large-angle scattering survives at small \(W\), as for direction-independent scattering with \(A_{\rm tr}=A\), nothing forces \(a\) to a constant and the gap need not close. In real metals umklapp scattering, phonon drag and impurities, all absent from this model, also enter at such temperatures.

For \(k_BT\ll W_m\) the upper limit of the integral can be sent to infinity. Substituting \(W=2k_BTx\) and \(A_{\rm tr}=2\lambda_{\rm tr}(W/W_m)^4\),

\[
\frac1\tau\to\frac{128\pi\lambda_{\rm tr}}{\hbar}\frac{(k_BT)^5}{W_m^4}\int_0^\infty\frac{x^5}{\sinh^2x}\,dx .
\]

This is the \(T^5\) law of the variational rate in this model. Between 50 and 100 K the computed rate rises by a factor \(6.74/0.921\approx7.3\), not 32, so this range lies above the \(T^5\) regime.

For the two-sheet case, take equal weights, \(\lambda_i=0.1\) and \(0.3\), and the spectral function \(\lambda_i(W/W_m)^2\) up to \(W_m\) for the scattering out of sheet \(i\), again independent of direction. Then \(\lambda_{\rm tr}=0.2\), while the full high-temperature rate corresponds to \(2/(1/0.1+1/0.3)=0.15\). At 600 K the numerical rates are 97.3 and \(73.0\ \mathrm{ps^{-1}}\): the variational value is 33% above the full one, and heating does not remove the gap.

The numerical output lists these values. The resistivity was also tested against a momentum-space evaluation of the variational quotient that keeps the actual electron energies. The two had to agree within 0.1% at all four temperatures, and they differ by less than 0.01%.

## Notes for implementation

- \(N\) is per spin, both in the prefactor of \(A_{\rm tr}\) and in \(\rho\). If a code reports the density of states for both spins, halve it before use.
- \(A_{\rm tr}\) has the same value as a function of energy or of frequency, and \(dW/W=d\omega/\omega\). The delta function in its definition must be in energy, or be divided by \(\hbar\) if written in frequency.
- The weight \(1/W\) in \(\lambda_{\rm tr}\) magnifies errors at small phonon energy. Converge \(\lambda_{\rm tr}\) itself, not just the area under \(A_{\rm tr}\).
- Use the linear law if the bound on its error is acceptable, and the spectral integral otherwise. Solve the Boltzmann equation if scattering differs strongly over the Fermi surface, or if \(k_BT\) is below the phonon energies that carry weight and \(a\) has not been shown to be nearly constant.
- If the density of states or the velocities vary strongly within a few \(k_BT\) of the Fermi level, the reduction to \(A_{\rm tr}\) is no longer reliable, and the energy integrals should be done with the actual bands.

## Numbers as computed

```
electron density = 8.00e+28 m^-3
maximum phonon energy = 30.0 meV
coupling D*G = 2.250 meV
Fermi wavevector = 13.330 nm^-1
Fermi energy = 6.770 eV
Fermi velocity = 1.5432e+06 m/s
sound velocity = 1709.6 m/s
lambda = 0.1500, lambda_tr = 0.1500 (dimensionless)
rms transport phonon energy = 24.495 meV
m/(n e^2) = 4.4359e-22 ohm m s
T = 50 K: kB T = 4.309 meV
  variational rate = 0.9214 ps^-1
  linear-law rate = 6.1695 ps^-1
  variational/linear = 0.14935
  full Boltzmann/variational = 0.721593
  resistivity = 0.04087 microohm cm
  direct/spectral resistivity = 0.999997
T = 100 K: kB T = 8.617 meV
  variational rate = 6.7373 ps^-1
  linear-law rate = 12.3390 ps^-1
  variational/linear = 0.54602
  full Boltzmann/variational = 0.850109
  resistivity = 0.29886 microohm cm
  direct/spectral resistivity = 0.999996
T = 300 K: kB T = 25.852 meV
  variational rate = 34.3816 ps^-1
  linear-law rate = 37.0169 ps^-1
  variational/linear = 0.92881
  1 - <W^2>_tr/(12 kB^2 T^2) = 0.92519
  full Boltzmann/variational = 0.995730
  resistivity = 1.52512 microohm cm
  direct/spectral resistivity = 1.000006
T = 600 K: kB T = 51.704 meV
  variational rate = 72.6663 ps^-1
  linear-law rate = 74.0337 ps^-1
  variational/linear = 0.98153
  1 - <W^2>_tr/(12 kB^2 T^2) = 0.98130
  full Boltzmann/variational = 0.999723
  resistivity = 3.22338 microohm cm
  direct/spectral resistivity = 1.000042
mean free path at 300 K = 44.88 nm
lambda_tr inferred from rate at 300 K = 0.1393
lambda_tr inferred from slope at 300 K = 0.1596
two sheets: lambda = 0.1, 0.3; lambda_tr = 0.200
two sheets, 600 K: variational rate = 97.3423 ps^-1
two sheets, 600 K: full rate = 72.9956 ps^-1
two sheets: full/variational = 0.74989
```
